# Transfer Length and Resistance of a Short Ohmic Contact

**The system.** A thin conducting semiconductor layer of sheet resistance $R_{sh}=100\ \Omega$ per square runs under a metal contact of length $L$ along the current and width $W$ across it. The contact occupies $0\le x\le L$. A current $I_0$ arrives in the layer at the front edge $x=0$, and the layer ends at $x=L$. The interface has specific contact resistivity $\rho_c=10^{-9}\ \Omega\,\mathrm{cm^2}$: a voltage $V$ across it drives the current density $V/\rho_c$ into the metal.

Assume a steady state that is uniform across the width, a metal at one potential, the same $R_{sh}$ under the metal as outside it, and a layer thin enough for its potential to depend on $x$ alone. Let $V(x)$ be the potential of the layer relative to the metal and $I(x)$ the current in the layer towards $+x$.

## Part (a)

**Question.** Derive the differential equation for $V(x)$, identify its characteristic length $L_T$, and evaluate it.

**Answer.** A slice of length $dx$ and width $W$ has resistance $R_{sh}\,dx/W$. The potential falls in the direction of the current, so

$$\frac{dV}{dx}=-\frac{R_{sh}}{W}I. \tag{1}$$

The slice touches the metal over the area $W\,dx$ and loses the current $(V/\rho_c)W\,dx$ to it. No charge accumulates, hence $I(x)-I(x+dx)=(V/\rho_c)W\,dx$, or

$$\frac{dI}{dx}=-\frac{W}{\rho_c}V. \tag{2}$$

Differentiate (1) and insert (2). The two minus signs cancel and $W$ drops out:

$$\frac{d^2V}{dx^2}=-\frac{R_{sh}}{W}\frac{dI}{dx}=\frac{R_{sh}}{\rho_c}V=\frac{V}{L_T^2},\qquad L_T=\sqrt{\frac{\rho_c}{R_{sh}}}.$$

Since $\rho_c$ is a resistance times an area and $R_{sh}$ is a resistance, $L_T$ is a length:

$$L_T=\sqrt{\frac{10^{-9}\ \Omega\,\mathrm{cm^2}}{100\ \Omega}}=\sqrt{10^{-11}\ \mathrm{cm^2}}=3.16\times10^{-6}\ \mathrm{cm}=31.6\ \mathrm{nm}.$$

This transfer length is set by the interface and by the layer, including the layer's thickness, which enters through $R_{sh}$. It does not depend on the length $L$ of the contact.

## Part (b)

**Question.** Solve the equation and find the contact resistance $R_c=V(0)/I_0$. Evaluate $R_cW$ for $L=20$ nm.

**Answer.** Two independent solutions are the hyperbolic functions of $(L-x)/L_T$, so

$$V=A\cosh\frac{L-x}{L_T}+B\sinh\frac{L-x}{L_T}.$$

Equation (1) gives $I=-(W/R_{sh})\,dV/dx$. The derivative of $L-x$ supplies another minus sign, and

$$I=\frac{W}{R_{sh}L_T}\left[A\sinh\frac{L-x}{L_T}+B\cosh\frac{L-x}{L_T}\right].$$

No current leaves the layer at its end, so $I(L)=0$ and $B=0$. The condition $I(0)=I_0$ then gives $A=I_0R_{sh}L_T/[W\sinh(L/L_T)]$. Therefore

$$V=\frac{I_0R_{sh}L_T}{W}\,\frac{\cosh[(L-x)/L_T]}{\sinh(L/L_T)},\qquad I=I_0\frac{\sinh[(L-x)/L_T]}{\sinh(L/L_T)}. \tag{3}$$

Set $x=0$, divide by $I_0$, and use $R_{sh}L_T=\sqrt{\rho_cR_{sh}}$:

$$R_cW=\sqrt{\rho_cR_{sh}}\,\coth\frac{L}{L_T}. \tag{4}$$

With $\rho_c=10^5\ \Omega\,\mathrm{nm^2}$ the prefactor is $\sqrt{10^7}\ \Omega\,\mathrm{nm}=3.16\ \Omega\,\mathrm{\mu m}$. For $L=20$ nm, $L/L_T=0.632$ and $\coth(0.632)=1.787$, so $R_cW=5.65\ \Omega\,\mathrm{\mu m}$.

## Part (c)

**Question.** Find the limits of (4) for long and short contacts, with the first correction in the short case. At what length is $R_c$ 10% above its long-contact value?

**Answer.** For $L\gg L_T$ the hyperbolic cotangent tends to 1 and $R_cW\to\sqrt{\rho_cR_{sh}}$. Further length then brings almost no gain.

For small $u=L/L_T$,

$$\coth u=\frac{\cosh u}{\sinh u}\approx\frac{1+u^2/2}{u(1+u^2/6)}\approx\frac1u+\frac u3.$$

Multiplication by $R_{sh}L_T$ gives

$$R_cW\approx\frac{\rho_c}{L}+\frac{R_{sh}L}{3}.$$

The first term is the interface resistance under uniform injection. The second is the resistance of the layer. Uniform injection makes $I=I_0(1-x/L)$, which dissipates $(R_{sh}/W)\int_0^L I^2dx=I_0^2R_{sh}L/(3W)$. At $L=20$ nm the sum is $5.00+0.67=5.67\ \Omega\,\mathrm{\mu m}$, close to the full result.

The 10% condition is $\coth u=1.1$, or $u=\operatorname{artanh}(1/1.1)=1.522$. Thus $L=1.522\times31.6\ \mathrm{nm}=48$ nm. At fixed $\rho_c$ and $R_{sh}$:

| $L$ (nm) | $R_cW$ ($\Omega\,\mathrm{\mu m}$) | $\rho_c/L$ ($\Omega\,\mathrm{\mu m}$) |
|---|---|---|
| 10 | 10.33 | 10.00 |
| 20 | 5.65 | 5.00 |
| 50 | 3.44 | 2.00 |
| 100 | 3.17 | 1.00 |

## Part (d)

**Question.** How is the current shared along a long contact, and along the 20 nm contact?

**Answer.** The fraction transferred before $x$ is $1-I(x)/I_0$. For $L\gg L_T$ and $x$ far from the end, (3) gives $I/I_0\to e^{-x/L_T}$. The first transfer length therefore carries $1-e^{-1}=63\%$ of the current.

For $L=20$ nm the front half carries

$$1-\frac{\sinh(0.316)}{\sinh(0.632)}=52\%.$$

The interface current density is proportional to $V$, so its front-to-back ratio is $\cosh(0.632)=1.21$. This contact is shorter than $L_T$ and is used almost evenly. At $I_0/W=1\ \mathrm{mA/\mu m}$ the front voltage is 5.65 mV, and division by $\rho_c$ gives $5.65\ \mathrm{MA/cm^2}$ at the front edge.

## Part (e)

**Question.** Two such contacts, each of length $L$, are separated by a gap $d$. Their total resistance is plotted against $d$ and extrapolated to zero. What does the intercept give for $L=20$ nm?

**Answer.** The gap and the two contacts are in series:

$$R_{tot}W=R_{sh}d+2R_cW.$$

This vanishes at $d_0=-2R_cW/R_{sh}$. With (4) and $\sqrt{\rho_cR_{sh}}/R_{sh}=L_T$,

$$\frac{|d_0|}{2}=L_T\coth\frac{L}{L_T}=31.6\ \mathrm{nm}\times1.787=56.5\ \mathrm{nm}.$$

Half the intercept equals $L_T$ in the long-contact limit, but not here. Taking 56.5 nm for $L_T$ and computing $\rho_c=R_{sh}L_T^2$ would overestimate $\rho_c$ by the factor $1.787^2\approx3.2$. One must solve the last equation for $L_T$ instead. The solution is unique: with $u=L/L_T$ the right side is $L\coth(u)/u$, which falls steadily as $u$ grows. This extraction still assumes a thin layer with the same sheet resistance under the metal as in the gap. If the sheet resistance under a long contact is doubled, half the intercept is $\sqrt{2\rho_cR_{sh}}/R_{sh}=\sqrt2\,L_T$, and the extracted $\rho_c$ is twice the true value.

## Part (f)

**Question.** The layer is $t=20$ nm thick, which is not small compared with $L_T$. Find the corrected decay length under a long contact, for an isotropic layer resistivity $R_{sh}t$.

**Answer.** Let $y$ run from the insulating bottom, $y=0$, to the interface, $y=t$. The potential $\phi$ relative to the metal obeys Laplace's equation. The solution $\phi\propto\cos(ky)\,e^{-kx}$ satisfies it, because the two second derivatives cancel, and has no current through the bottom. At the top, the upward current density in the layer equals that through the interface:

$$-\frac{1}{R_{sh}t}\frac{\partial\phi}{\partial y}=\frac{\phi}{\rho_c}
\quad\Rightarrow\quad \frac{k\sin kt}{R_{sh}t}=\frac{\cos kt}{\rho_c}
\quad\Rightarrow\quad kt\tan kt=\frac{t^2}{L_T^2}.$$

The smallest positive root decays most slowly and governs the distant potential. For small $kt$, $kt\tan kt\approx(kt)^2[1+(kt)^2/3]$. Dividing the condition by $k^2t^2$ and multiplying by $L_T^2$ gives

$$\frac1{k^2}\approx L_T^2+\frac{L_T^2(kt)^2}{3}\approx L_T^2+\frac{t^2}{3},$$

where the last step uses the leading-order relation $L_T^2(kt)^2\approx t^2$. Numerically, $1/k\approx\sqrt{1000+133}\ \mathrm{nm}=33.7$ nm. The full root agrees to this precision and lies 6.6% above $L_T$.

The resistance needs the whole two-dimensional current pattern. A resistor-network calculation, with the sheet resistance of the access region subtracted, gives $R_cW=6.2\ \Omega\,\mathrm{\mu m}$ for $L=20$ nm, 10% above (4). For a long contact the increase is 6%. The sign follows from the principle that the actual current pattern minimizes dissipation at fixed total current. The one-dimensional model makes vertical flow free of loss, so its minimum cannot be higher.

## Part (g)

**Question.** How do $L_T$ and $R_c$ change (i) if the sheet resistance under the metal is doubled, and (ii) if the metal is a film of $R_m=20\ \Omega$ per square whose lead is at the front edge?

**Answer.** (i) The derivation involves the sheet resistance under the metal, so $200\ \Omega$ replaces $100\ \Omega$. Then $L_T=22.4$ nm, while $R_cW$ at $L=20$ nm rises from 5.65 to $6.27\ \Omega\,\mathrm{\mu m}$. A shorter transfer length is not by itself a sign of a better contact.

(ii) Both leads are at the front, so at each $x$ the metal carries $-I$. Its potential changes as $dV_m/dx=+R_mI/W$. The difference $U$ between layer and metal potentials obeys $dU/dx=-(R_{sh}+R_m)I/W$, while (2) holds with $U$ for $V$. Thus $R_{sh}+R_m=120\ \Omega$ replaces $R_{sh}$: $L_T=28.9$ nm, and the long-contact resistance, defined by $U(0)/I_0$, is $3.46\ \Omega\,\mathrm{\mu m}$. A plug of low resistance that feeds the film from above over its whole area comes closer to the equipotential assumption.

## Part (h)

**Question.** Compare the model with a silicide contact to heavily n-doped silicon.

**Answer.** The chosen $\rho_c$ is at the low end for such contacts; a value ten times larger, also realistic, would give $L_T=100$ nm at the same $R_{sh}$. With $t=20$ nm, the layer resistivity is $2\times10^{-4}\ \Omega\,\mathrm{cm}$. A rough, high electron density of $5\times10^{20}\ \mathrm{cm^{-3}}$ then implies a mobility $1/(qnR_{sh}t)$ of about $62\ \mathrm{cm^2/Vs}$. Standard mobility fits for silicon at this density give roughly $30\ \mathrm{cm^2/Vs}$, about half as much, so $100\ \Omega$ is optimistic and a 20 nm layer would lie nearer $200\ \Omega$ per square. A larger value shortens $L_T$ and raises $R_c$, as in (g). Silicide formation consumes silicon and can raise the sheet resistance under the metal; the doubling in (g) moves $L_T$ by $-29\%$ and the 20 nm resistance by $+11\%$. How linear the interface is depends on its conduction law: at $1\ \mathrm{mA/\mu m}$ the 5.65 mV front voltage is about a fifth of $kT/q=25.9$ mV at 300 K. With the trial law $J=(V_0/\rho_c)\sinh(V/V_0)$ and $V_0=kT/q$, which has the same slope at zero voltage, the front voltage falls by about 0.6%. The effect is this small because the law is odd in $V$ and has no quadratic term. The thermionic form $J=(V_0/\rho_c)(e^{V/V_0}-1)$, with the same slope, departs from linearity by about $V/2V_0$ and shifts the front voltage by $-8\%$ or $+10\%$, depending on polarity. At this doping the contact conducts by tunnelling, whose voltage scale is expected to lie well above $kT/q$, but the actual size of the nonlinearity needs a tunnelling calculation. Contacts that wrap around a fin or a nanosheet break the planar geometry and need their own current-flow calculation. A degenerate six-valley estimate gives electron mean free paths of up to about 6 nm at the implied mobility, and about 3 nm at half that mobility. These are shorter than $t$ and $L$, but not negligible, so local Ohm's law is an approximation at this scale.

## Values computed for the example and the checks

```
contact resistivity: 1.0e-09 ohm cm2 = 1e+05 ohm nm2
sheet resistance: 100 ohm per square
transfer length squared: 1000.0 nm2
transfer length: 31.62 nm = 3.162e-06 cm
long-contact Rc*W: 3.162 ohm um
L = 10 nm: L/LT 0.316, Rc*W 10.331 ohm um, rho_c/L 10.000 ohm um
L = 20 nm: L/LT 0.632, Rc*W 5.650 ohm um, rho_c/L 5.000 ohm um
L = 30 nm: L/LT 0.949, Rc*W 4.278 ohm um, rho_c/L 3.333 ohm um
L = 50 nm: L/LT 1.581, Rc*W 3.442 ohm um, rho_c/L 2.000 ohm um
L = 100 nm: L/LT 3.162, Rc*W 3.174 ohm um, rho_c/L 1.000 ohm um
L for 10 percent above long limit: 48.1 nm, L/LT 1.522
long contact, current share in first LT: 63.2 percent
example contact length: 20 nm
example, coth(L/LT): 1.787
example, network Rc*W: 5.650 ohm um
example, current share in front half: 52.4 percent
example, front/back current density ratio: 1.207
example, half distance intercept: 56.5 nm
same from two-contact network: 56.5 nm
layer thickness: 20 nm
decay length with thickness, root: 33.71 nm
decay length with thickness, approximation: 33.67 nm
change of decay length by thickness: 6.6 percent
2D Rc*W, example: 6.23 ohm um, change 10.3 percent
2D Rc*W, long: 3.34 ohm um, change 5.7 percent
sheet resistance under metal, variant: 200 ohm per square
variant transfer length: 22.36 nm
variant Rc*W, example: 6.267 ohm um
metal film: 10 nm, 20 microohm cm, 20 ohm per square
transfer length with metal film: 28.87 nm
long-contact Rc*W with metal film: 3.464 ohm um
current per width: 1.0 mA/um
front voltage, linear: 5.650 mV
front current density: 5.65 MA/cm2
temperature: 300 K, kT/q: 25.85 mV
front voltage, sinh trial law: 5.618 mV, change -0.55 percent
electron density: 5.0e+20 cm-3
mass ratios: longitudinal 0.92, transverse 0.19
layer resistivity: 2.00e-04 ohm cm
implied mobility: 62.4 cm2/Vs
Fermi energy above band edge: 0.216 eV, over kT: 8.4
mean free path along valley axis: 2.64 nm
mean free path across valley axis: 5.80 nm
ballistic floor of contact resistivity: 1.39e-10 ohm cm2
floor / assumed contact resistivity: 0.139
```
